# Umerski's Closed-Form Surface Green's Function and Decimation near Band Edges, part 1

(Sections cited here and not found follow in the second part.)

A semi-infinite periodic lead with one more layer added is the same lead. Its surface Green's function $g$ is therefore a fixed point of the map that adds a layer. With $t$ the interlayer hopping, $gt$ is dimensionless, and it must be built from the dimensionless data of the periodic medium: the Bloch factors $\lambda$ and their mode vectors. Near a band edge $E_0$ with $E-E_0=D\theta^2$ the phase per layer is $\theta\propto\sqrt{(z-E_0)/D}$, so $g$, which contains $\lambda=e^{i\theta}$, has a square-root branch point there. The first fact gives Umerski's closed form, the second controls the accuracy of the closed form and of decimation at an edge.

## Layer addition as a Möbius map

The lead occupies layers $n\le 0$ with $N$ orbitals each, in an orthonormal basis: $H_{n,n}=u=u^\dagger$, $H_{n,n+1}=t$, $H_{n+1,n}=t^\dagger$. The energy is $z=E+i\eta$, $g$ is the $(0,0)$ block of $(z-H)^{-1}$, $\operatorname{Im}g=(g-g^\dagger)/2i$, and norms are spectral. Until stated otherwise $t$ is invertible and $\eta>0$. The layer spacing is $a$ and $\theta=ka$; a band $E(\theta)$ has velocity $(a/\hbar)\,dE/d\theta$, and $D=\hbar^2/2m^*a^2$.

Let $g_L$ belong to a stack of $L$ layers and attach a layer on the right. For a unit source on the new layer, the old stack responds on its surface with $\psi_{\rm old}=g_L\,t\,\psi_{\rm new}$, and the equation of the new layer is $(z-u)\psi_{\rm new}-t^\dagger\psi_{\rm old}=1$. Hence

$$g_{L+1}=(z-u-t^\dagger g_L t)^{-1}.\tag{1}$$

For a $2N\times 2N$ matrix $M$ define $M\bullet y=(M_{11}y+M_{12})(M_{21}y+M_{22})^{-1}$. Writing $(y;1)$ for the $2N\times N$ matrix with $y$ above the identity,

$$M\,(y;1)=(M\bullet y;\,1)\,(M_{21}y+M_{22}).$$

The right factor mixes columns and leaves their span unchanged, so $M\bullet$ is the action of $M$ on the $N$-dimensional subspace spanned by $(y;1)$. Linear maps compose on subspaces, so $(MM')\bullet y=M\bullet(M'\bullet y)$ whenever the inverses exist. Take

$$X=\begin{pmatrix}0&t^{-1}\\-t^\dagger&(z-u)t^{-1}\end{pmatrix}.$$

Then $X\bullet g=t^{-1}[-t^\dagger g+(z-u)t^{-1}]^{-1}=\{[-t^\dagger g+(z-u)t^{-1}]\,t\}^{-1}$, which is (1). Thus $g_L=X^L\bullet g_0$, with $g_0=0$ for the bare stack.

## Spectrum of $X$

A bulk solution obeys $(z-u)\psi_n=t^\dagger\psi_{n-1}+t\psi_{n+1}$. Acting on $(\psi_0;t\psi_1)$, $X$ gives $(\psi_1;\,-t^\dagger\psi_0+(z-u)\psi_1)=(\psi_1;t\psi_2)$: it is the transfer matrix. Eigenvectors are $(\phi;\lambda t\phi)$, with $\psi_n=\lambda^n\phi$ and

$$(z-u-t\lambda-t^\dagger/\lambda)\,\phi=0.\tag{2}$$

Let $f(\lambda)$ be the determinant of the matrix in (2). Multiplying $X-\lambda$ on the right by $\operatorname{diag}(1,t)$ gives the blocks $-\lambda,\ 1,\ -t^\dagger,\ z-u-\lambda t$; the first commutes with the rest, so $\det(X-\lambda)\det t=(-\lambda)^Nf(\lambda)$. On $\lambda=e^{i\theta}$ the matrix is $z-H(\theta)$ with $H(\theta)=u+te^{i\theta}+t^\dagger e^{-i\theta}$ Hermitian, and $f=\prod_j[z-E_j(\theta)]$. With the $E_j$ ordered by size, each factor is continuous, periodic and confined to the upper half plane, so $f$ has no zero on the circle and winding number zero. The polynomial $\lambda^Nf$ of degree $2N$ winds $N$ times: $N$ eigenvalues lie inside the unit circle and $N$ outside.

Order them as $X=O\operatorname{diag}(\Lambda_<,\Lambda_>)O^{-1}$, $|\lambda_1|\le\dots\le|\lambda_{2N}|$. The columns $(O_{12};O_{22})$ have $|\lambda|>1$ and decay into the lead. Two inverses are needed.

$O_{22}$ is invertible. A combination $(\psi_0;t\psi_1)$ of these columns, continued to $n\to-\infty$, is normalizable and satisfies $(z-H)\psi=t\psi_1\,\delta_{n0}$ on $n\le0$. If $t\psi_1=0$ then $\psi$ would be an eigenvector of a Hermitian operator with complex eigenvalue, so $\psi=0$.

$y_0=O^{-1}\bullet g_0$ exists whenever $\operatorname{Im}g_0\le0$. Otherwise some $w\ne0$ puts $(g_0w;w)=(\psi_0;t\psi_1)$ in the span of the $|\lambda|<1$ columns. That solution decays to the right and obeys $(z-H_R)\psi=t^\dagger\psi_0\,\delta_{n1}$ on $n\ge1$, with $H_R$ the Hermitian Hamiltonian of those layers. Multiplying by $\psi^\dagger$ and taking the imaginary part gives $\eta\sum_{n\ge1}\|\psi_n\|^2=\operatorname{Im}(w^\dagger g_0w)$. The left side is positive because $\psi_1=t^{-1}w\neq0$; the right side is not.

## The closed form

By composition, $g_L=O\bullet y_L$ with

$$y_L=\operatorname{diag}(\Lambda_<,\Lambda_>)^L\bullet y_0=\Lambda_<^L\,y_0\,\Lambda_>^{-L}.$$

Element $(i,j)$ carries $(\lambda_i/\lambda_{N+j})^L$, so $y_L\to0$ at the rate $\rho=|\lambda_N/\lambda_{N+1}|<1$ per layer, whatever passive termination $g_0$ lies at the far end. The limit is $O\bullet0$. With $A=O_{12}$ the matrix of mode vectors, $O_{22}=tA\Lambda_>$, and

$$g=O_{12}O_{22}^{-1}=F^{-1}t^{-1},\qquad F^{-1}=A\Lambda_>^{-1}A^{-1},\qquad \Sigma=t^\dagger gt=t^\dagger F^{-1}.\tag{3}$$

The source equation used above confirms (3) without the limit: $(z-H)\psi=b\,\delta_{n0}$ with $b=t\psi_1$ means $\psi_0=gb$. That argument uses the invariant subspace of $|\lambda|>1$ and no particular basis in it, so (3) survives when $X$ is defective, with Schur vectors in place of eigenvectors. For the chain $u=0$, $t=\tau$, it reads $g=1/\tau\lambda$ with $\lambda+1/\lambda=z/\tau$; at large $|z|$, $\lambda\to z/\tau$ and $g\to1/z$, as a resolvent must.

**Singular hopping.** With the vector $(\psi_0;\psi_1)$ the mode equation needs no inverse:

$$\begin{pmatrix}0&1\\-t^\dagger&z-u\end{pmatrix}\begin{pmatrix}\psi_0\\\psi_1\end{pmatrix}=\lambda\begin{pmatrix}1&0\\0&t\end{pmatrix}\begin{pmatrix}\psi_0\\\psi_1\end{pmatrix}.$$

The winding count still places $N$ roots inside. The other $N$ include infinite ones, whose eigenvectors have $\psi_0=0$ and $t\psi_1=0$, amplitudes that do not reach the next layer to the left. If there are more infinite roots than null vectors of $t$, as for $u=0$ and a $t$ with a single off-diagonal element, their subspace also contains solutions with $\psi_0\ne0$ that vanish after finitely many layers. An ordered QZ decomposition with these $N$ first gives a basis $(Z_0;Z_1)$; since the lead acts on layer 1 through $t^\dagger\psi_0=\Sigma\psi_1$, one has $\Sigma=t^\dagger Z_0Z_1^{-1}$ and $g=(z-u-\Sigma)^{-1}$.

**The limit $\eta\to0^+$.** Normalize $\phi^\dagger\phi=1$ and set $s=\lambda\phi^\dagger t\phi$. Then $\phi^\dagger t^\dagger\phi/\lambda=(s/\lambda)^*/\lambda=s^*/|\lambda|^2$, and the imaginary part of $\phi^\dagger$ times (2) is

$$\eta=\operatorname{Im}s\,(1-|\lambda|^{-2}).\tag{4}$$

Define $v=-2\operatorname{Im}s$. On the unit circle $dE/d\theta=\phi^\dagger H'(\theta)\phi=is-is^*=v$. At $\eta>0$, (4) gives $-v$ the sign of $\ln|\lambda|$. At $\eta=0$, (4) gives $v=0$ for evanescent modes, while a simple propagating mode moves under $z\to z+i\eta$ to $\theta+i\eta/v$, so $|\lambda|=e^{-\eta/v}$ exceeds one for $v<0$, the wave leaving into the lead. The score $\ln|\lambda|-v/\|t\|$ is thus positive for the wanted modes in all three cases, and keeping the $N$ largest scores takes the limit with no threshold on $|\lambda|$.

```
closed_form(z, u, t):
    X = [[0, inv(t)], [-t^+, (z-u) inv(t)]]
    lam, O = eig(X)
    scale each column so that its upper half phi has unit norm
    v = -2 Im(lam * phi^+ t phi)
    keep the N columns with largest ln|lam| - v/||t||
    solve g O22 = O12
    return g, Sigma = t^+ g t
```

## Decimation

Write the surface equation as $(z-\epsilon_s)\psi_0=\alpha\psi_{-1}+b$ and the bulk equation as $(z-\epsilon_b)\psi_n=\alpha\psi_{n-1}+\beta\psi_{n+1}$, with $\epsilon_s=\epsilon_b=u$, $\alpha=t^\dagger$, $\beta=t$. For odd $n$, $\psi_n=G(\alpha\psi_{n-1}+\beta\psi_{n+1})$ with $G=(z-\epsilon_b)^{-1}$. Substitution into the even equations restores the form with new blocks:

```
repeat:
    G = inv(z - eb);  p = alpha G;  q = beta G
    es += p beta
    eb += p beta + q alpha
    alpha, beta = p alpha, q beta
until ||alpha|| ||beta|| < cutoff
g = inv(z - es)
```

After $k$ steps the layers between $0$ and $-2^k$ are eliminated without approximation, and $(z-\epsilon_s)\psi_0=\alpha_k\psi_{-2^k}+b$. Dropping $\alpha_k$ sets $\psi_{-2^k}=0$, which cuts the lead there: the iterate is $X^{2^k}\bullet0$. Its error is a prefactor times $\rho^{2^k}$, so a tolerance $\mathrm{tol}$, measured in units of that prefactor, needs

$$k\simeq\log_2\frac{\ln(1/\mathrm{tol})}{\ln(1/\rho)}.\tag{5}$$

For real $u,t$, transposing the matrix in (2) gives $f(\lambda)=f(1/\lambda)$, so $\rho=|\lambda_{N+1}|^{-2}$. To leading order in $\eta$, the fastest open channel gives $\ln(1/\rho)=2\eta/|v|$. At an edge with no open channel, $\theta^2=i\eta/D$ gives $|\operatorname{Im}\theta|=\sqrt{\eta/2D}$ and $\ln(1/\rho)=2\sqrt{\eta/2D}$, which is larger at small $\eta$: the slow wave is absorbed in fewer layers. At $\eta=0$ each iterate is the resolvent of a finite Hermitian stack, hence Hermitian, and cannot approach a $g$ with $\operatorname{Im}g\ne0$.

**Cost.** A step takes one inversion and six products, about $14N^3$ operations. A dense nonsymmetric eigenproblem of size $2N$ with vectors takes roughly $25(2N)^3=200N^3$. On this rough count the two break even near 14 steps. In run time the break-even also depends on $N$, on the library and on whether $X$ is real, because matrix products and eigensolvers run at different speeds per operation. The closed-form cost does not grow as $\eta\to0$, while (5) adds one step per halving of $\eta$ when a channel is open.

## Expansion at a band edge

Take real $u,t$ and a nondegenerate band minimum $E_0$ at $\theta=0$, with all other modes at $E_0$ simple and $A$ invertible at $E_0$. The last condition is an assumption: the proof that $O_{22}$ is invertible needs $\eta>0$, and if $A$ is singular at the edge the expansion below does not apply. Expand $H(\theta)=H_0+\theta H'+\theta^2H''/2$ with $H_0=u+t+t^T$, $H'=i(t-t^T)$, $H''=-(t+t^T)$. The edge vector $\phi_0$ is real and $t-t^T$ antisymmetric, so the first-order shift vanishes. Second-order perturbation theory in $\theta$, over the other eigenvectors $|m\rangle$ of $H_0$, gives

$$D=\tfrac12\phi_0^TH''\phi_0+\sum_m\frac{|H'_{m0}|^2}{E_0-E_m},\qquad \phi'=\sum_m|m\rangle\frac{H'_{m0}}{E_0-E_m}.$$

Continue $z-E_0=D\theta^2$ to complex $\theta$. Since $|\lambda|=e^{-\operatorname{Im}\theta}$ must exceed one, $\theta(z)=-\sqrt{(z-E_0)/D}$ with the principal root; above the edge this has $v=2D\theta<0$, as (4) requires. The other modes are analytic in $z$ and change at order $\theta^2$. Differentiating $F^{-1}$ in $\theta$,

$$(F^{-1})'=BF^{-1}-F^{-1}B+A(\Lambda_>^{-1})'A^{-1},\qquad B=A'A^{-1}.$$

Let $\chi_0$ be the row of $A^{-1}$ dual to $\phi_0$. One column of $A$ changes, so $B=\phi'\chi_0$; $(e^{-i\theta})'=-i$ makes the last term $-i\phi_0\chi_0$; and $\chi_0F^{-1}=\chi_0$ because $\lambda=1$. With $g_0$ now the value at the edge,

$$g(z)=g_0+G_1\theta(z)+O(\theta^2),\qquad G_1=\big[(1-F^{-1})\phi'-i\phi_0\big]\chi_0\,t^{-1}.\tag{6}$$

$G_1$ has rank one. The surface function is finite at the edge and $dg/dz$ diverges as $(z-E_0)^{-1/2}$. For a shift $\Delta$ of the energy $\delta=E-E_0$, the identity $\sqrt p-\sqrt q=(p-q)/(\sqrt p+\sqrt q)$ gives, to leading order in $\theta$,

$$\|g(E+\Delta)-g(E)\|=\frac{\|G_1\|\,|\Delta|}{\sqrt D\,\big|\sqrt{\delta+\Delta}+\sqrt\delta\big|}.\tag{7}$$

**Bias of decimation.** Here $\Delta=i\eta$. At the edge (7) is $\|G_1\|\sqrt{\eta/D}$; for $|\delta|\gg\eta$ it is $\|G_1\|\eta/2\sqrt{D|\delta|}$. It is even in $\delta$: $\sqrt{-\delta+i\eta}=i\,(\sqrt{\delta+i\eta})^*$, since both sides square to the same number and lie in the first quadrant. This error belongs to the use of finite $\eta$, and the closed form evaluated at the same $z$ shares it.

We have derived the closed form and the decimation scheme for $g$, and the square-root expansion at a band edge that fixes the bias caused by finite $\eta$. What remains is the effect of rounding on both methods, including decimation at folded edges, and a numerical test of these estimates.
